# Dielectric lifetime under sinusoidal field ripple in the exponential field model: a program that tests the result

```python
"""
Result under test: if damage grows at the rate exp(gamma*E)/tau0 and failure
comes at damage 1, then the field E0 + E1*sin(2*pi*t/T + phase), E1 < E0,
gives the lifetime t0/I0(gamma*E1) to within one period T.
  E0, E1 : steady field and ripple amplitude (MV/cm)
  gamma  : field acceleration (cm/MV);  x = gamma*E1
  t0     : lifetime under E0 alone (s), t0 = tau0*exp(-gamma*E0)
  I0, L0 : modified Bessel and modified Struve functions of order zero
"""
import numpy as np
from math import comb, factorial
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid, solve_ivp
from scipy.optimize import brentq
from scipy.special import i0, modstruve

# ---------- example inputs (round values, rough range of low-k tests) ------
gap_nm = 20.0
mean_voltage = 8.0
ripple_voltage = 1.0
frequency = 100.0
gamma = 4.0
t0 = 1.0e4
MV_CM_PER_V_NM = 10.0            # 1 V/nm = 10 MV/cm
E0 = MV_CM_PER_V_NM * mean_voltage / gap_nm
E1 = MV_CM_PER_V_NM * ripple_voltage / gap_nm
x = gamma * E1
period = 1.0 / frequency

theta = 2 * np.pi * (np.arange(800) + 0.5) / 800
sine = np.sin(theta)


def cycle_average(arg):
    """Phase average of exp(arg*sin(theta)) by direct summation."""
    return np.mean(np.exp(arg * sine))


def failure_time(steady_life, ripple_period, arg, phase):
    """Accumulate damage in time and find when it reaches 1."""
    t = np.linspace(0.0, steady_life + ripple_period, 200001)
    rate = np.exp(arg * np.sin(2 * np.pi * t / ripple_period + phase))
    damage = cumulative_trapezoid(rate / steady_life, t, initial=0.0)
    assert damage[-1] > 1.0
    return np.interp(1.0, damage, t)


# ---------- cycle average, its moments and its series ----------------------
for m in range(1, 9):
    moment = np.mean(sine ** (2 * m))
    assert abs(moment - comb(2 * m, m) / 4 ** m) < 1e-12
    assert abs(np.mean(sine ** (2 * m - 1))) < 1e-12
for arg in (0.3, 2.0, 6.0):
    series = sum((arg / 2) ** (2 * m) / factorial(m) ** 2 for m in range(40))
    assert abs(cycle_average(arg) / series - 1) < 1e-11
    assert abs(cycle_average(arg) / i0(arg) - 1) < 1e-11

# ---------- failure time from accumulated damage ---------------------------
phases = np.linspace(0, 2 * np.pi, 24, endpoint=False)
for test_period in (300.0, 1000.0, 20000.0):
    for phase in phases:
        t_fail = failure_time(t0, test_period, x, phase)
        assert abs(t_fail - t0 / i0(x)) < test_period
for phase in phases[::4]:        # a whole number of periods: exact
    t_fail = failure_time(5 * 1000.0 * i0(x), 1000.0, x, phase)
    assert abs(t_fail - 5000.0) < 0.01
slow_period = 1000.0
slow_lives = [failure_time(t0, slow_period, x, p) for p in phases]

# ---------- limits of small and large ripple -------------------------------
small = 0.1
remainder = np.mean(np.expm1(small * sine)) - small ** 2 / 4
assert abs(remainder / (small ** 4 / 64) - 1) < 1e-3
large = 50.0
scaled = np.mean(np.exp(large * (sine - 1)))
leading = 1 / np.sqrt(2 * np.pi * large)
assert abs((scaled / leading - 1) * 8 * large - 1) < 0.03

# ---------- equivalent steady field against the rms field ------------------
tiny = 0.01
equiv_excess = np.log(cycle_average(gamma * tiny)) / gamma
rms_excess = np.sqrt(np.mean((E0 + tiny * sine) ** 2)) - E0
assert abs(equiv_excess / rms_excess / (gamma * E0) - 1) < 1e-3
E_equiv = E0 + np.log(i0(x)) / gamma
tau0 = t0 * np.exp(gamma * E0)
ripple_rate = np.mean(np.exp(gamma * (E0 + E1 * sine))) / tau0
assert abs(np.exp(gamma * E_equiv) / tau0 / ripple_rate - 1) < 1e-10
E_rms = np.sqrt(np.mean((E0 + E1 * sine) ** 2))

# ---------- share of the upper half cycle; zero mean field -----------------
upper = quad(lambda a: np.exp(x * np.sin(a)), 0, np.pi)[0]
lower = quad(lambda a: np.exp(x * np.sin(a)), np.pi, 2 * np.pi)[0]
upper_share = upper / (upper + lower)
assert abs(upper_share - (i0(x) + modstruve(0, x)) / (2 * i0(x))) < 1e-9
zero_mean = 2 * quad(lambda a: np.exp(x * abs(np.sin(a))),
                     0, np.pi)[0] / (2 * np.pi)
assert abs(zero_mean - i0(x) - modstruve(0, x)) < 1e-8

# ---------- other field laws with the same slope gamma at E0 ---------------
field_laws = {
    "square-root law": (lambda E: 2 * gamma * np.sqrt(E0 * E),
                        -gamma / (2 * E0)),
    "power law": (lambda E: gamma * E0 * np.log(E), -gamma / E0),
    "reciprocal law": (lambda E: -gamma * E0 ** 2 / E, -2 * gamma / E0),
}
law_factor = {}
for name, (log_rate, curvature) in field_laws.items():
    gain = np.mean(np.expm1(log_rate(E0 + tiny * sine) - log_rate(E0)))
    assert abs(gain / (tiny ** 2 / 4) / (gamma ** 2 + curvature) - 1) < 1e-3
    law_factor[name] = np.mean(np.exp(log_rate(E0 + E1 * sine)
                                      - log_rate(E0)))

# ---------- delayed response: relaxation of the effective field ------------
omega_tau = 1.0
angles = np.linspace(10 * np.pi, 12 * np.pi, 401)[:-1]
lagged = solve_ivp(lambda a, u: (np.sin(a) - u) / omega_tau,
                   (0, 12 * np.pi), [0.0], t_eval=angles,
                   rtol=1e-9, atol=1e-11).y[0]
lag_average = np.mean(np.exp(x * lagged))
assert abs(lag_average / i0(x / np.sqrt(1 + omega_tau ** 2)) - 1) < 1e-6
omega = 2 * np.pi * frequency
tau_one_percent = brentq(
    lambda tau: i0(x / np.sqrt(1 + (omega * tau) ** 2)) / i0(x) - 0.99,
    0.0, 1.0 / omega)

# ---------- ripple that costs ten percent of the lifetime ------------------
E1_ten = brentq(lambda a: cycle_average(gamma * a) - 1 / 0.9, 1e-3, 1.0)

# ---------- supply ripple at a use-like voltage ----------------------------
use_voltage, use_ripple = 0.7, 0.07
x_use = gamma * MV_CM_PER_V_NM * use_ripple / gap_nm

# ---------- sizes of neglected effects (rough inputs) ----------------------
narrow_gap = 18.0
gap_ratio = gap_nm / narrow_gap
permittivity = 3.0
trapped_cm2 = 1e11               # charge sheet at mid-gap, fixed voltage
trap_field = (constants.e * trapped_cm2 * 1e4
              / (2 * constants.epsilon_0 * permittivity) / 1e8)
activation_eV, temperature = 0.6, 398.15
kT_per_K = constants.k / constants.e
life_per_K = activation_eV / (kT_per_K * temperature ** 2)
leakage_A_cm2, conductivity = 1e-4, 0.3
heat_density = leakage_A_cm2 * 1e4 * E0 * 1e8
self_heating = heat_density * (gap_nm * 1e-9) ** 2 / (8 * conductivity)
line_ohm, line_farad = 1e4, 1e-11
breakdown_field = 7.0

# ---------- output ---------------------------------------------------------
print(f"gap: {gap_nm:.0f} nm")
print(f"mean voltage: {mean_voltage:.1f} V")
print(f"ripple amplitude: {ripple_voltage:.1f} V")
print(f"ripple frequency: {frequency:.0f} Hz")
print(f"gamma: {gamma:.1f} cm/MV")
print(f"steady field E0: {E0:.2f} MV/cm")
print(f"ripple field E1: {E1:.2f} MV/cm")
print(f"x = gamma E1: {x:.2f}")
print(f"mean-field lifetime t0: {t0:.0f} s")
print(f"prefactor tau0: {tau0:.3e} s")
print(f"cycle average by summation: {cycle_average(x):.6f}")
print(f"I0(x): {i0(x):.6f}")
print(f"small-x form 1+x^2/4: {1 + x**2 / 4:.4f}")
print(f"large-x leading form: {np.exp(x) / np.sqrt(2*np.pi*x):.4f}")
print(f"lifetime with ripple: {t0 / i0(x):.1f} s")
print(f"lifetime with ripple: {t0 / i0(x) / 3600:.3f} h")
print(f"one period / lifetime: {period * i0(x) / t0:.2e}")
print(f"equivalent steady field: {E_equiv:.4f} MV/cm")
print(f"equivalent steady voltage: {E_equiv*gap_nm/10:.3f} V")
print(f"rms field: {E_rms:.4f} MV/cm")
print(f"lifetime at rms field: {tau0*np.exp(-gamma*E_rms):.0f} s")
print(f"lifetime at peak field: {tau0*np.exp(-gamma*(E0+E1)):.0f} s")
print(f"damage share, upper half cycle: {upper_share:.4f}")
print(f"factor for zero mean, |E| law: {zero_mean:.4f}")
print(f"ripple costing 10% of life: {E1_ten:.4f} MV/cm")
print(f"same as voltage: {E1_ten * gap_nm / 10:.3f} V")
print(f"slow ripple period: {slow_period:.0f} s")
print(f"slow ripple, shortest life: {min(slow_lives):.0f} s")
print(f"slow ripple, longest life: {max(slow_lives):.0f} s")
print(f"use-like voltage: {use_voltage:.2f} V")
print(f"use-like ripple amplitude: {use_ripple:.2f} V")
print(f"use-like factor I0: {i0(x_use):.5f}")
for name, value in law_factor.items():
    print(f"factor, {name}: {value:.4f}")
print(f"narrow gap: {narrow_gap:.0f} nm")
print(f"factor I0 at narrow gap: {i0(x * gap_ratio):.4f}")
print(f"steady life cut there: {np.exp(gamma*E0*(gap_ratio-1)):.2f} times")
print(f"relative permittivity (rough): {permittivity:.1f}")
print(f"trapped sheet at mid-gap: {trapped_cm2:.0e} cm^-2")
print(f"its field shift: {trap_field:.4f} MV/cm")
print(f"its rate factor: {np.exp(gamma * trap_field):.3f}")
print(f"activation energy (rough): {activation_eV:.1f} eV")
print(f"test temperature: {temperature:.2f} K")
print(f"life change per kelvin: {100 * life_per_K:.2f} %")
print(f"leakage (rough): {leakage_A_cm2:.0e} A/cm^2")
print(f"thermal conductivity (rough): {conductivity:.1f} W/(m K)")
print(f"self-heating in gap: {self_heating:.1e} K")
print(f"delay lowering I0 by 1%: {tau_one_percent * 1e3:.3f} ms")
print(f"line resistance (rough): {line_ohm:.0e} ohm")
print(f"line capacitance (rough): {line_farad * 1e12:.0f} pF")
print(f"line charging time: {line_ohm * line_farad * 1e3:.1e} ms")
print(f"peak field: {E0 + E1:.2f} MV/cm")
print(f"immediate breakdown (rough): {breakdown_field:.0f} MV/cm")
print(f"peak / breakdown field: {(E0 + E1) / breakdown_field:.2f}")
print("PASS")
```

Printed output:

```
gap: 20 nm
mean voltage: 8.0 V
ripple amplitude: 1.0 V
ripple frequency: 100 Hz
gamma: 4.0 cm/MV
steady field E0: 4.00 MV/cm
ripple field E1: 0.50 MV/cm
x = gamma E1: 2.00
mean-field lifetime t0: 10000 s
prefactor tau0: 8.886e+10 s
cycle average by summation: 2.279585
I0(x): 2.279585
small-x form 1+x^2/4: 2.0000
large-x leading form: 2.0844
lifetime with ripple: 4386.8 s
lifetime with ripple: 1.219 h
one period / lifetime: 2.28e-06
equivalent steady field: 4.2060 MV/cm
equivalent steady voltage: 8.412 V
rms field: 4.0156 MV/cm
lifetime at rms field: 9395 s
lifetime at peak field: 1353 s
damage share, upper half cycle: 0.9250
factor for zero mean, |E| law: 4.2170
ripple costing 10% of life: 0.1644 MV/cm
same as voltage: 0.329 V
slow ripple period: 1000 s
slow ripple, shortest life: 4127 s
slow ripple, longest life: 4780 s
use-like voltage: 0.70 V
use-like ripple amplitude: 0.07 V
use-like factor I0: 1.00491
factor, square-root law: 2.1934
factor, power law: 2.1139
factor, reciprocal law: 1.9720
narrow gap: 18 nm
factor I0 at narrow gap: 2.6721
steady life cut there: 5.92 times
relative permittivity (rough): 3.0
trapped sheet at mid-gap: 1e+11 cm^-2
its field shift: 0.0302 MV/cm
its rate factor: 1.128
activation energy (rough): 0.6 eV
test temperature: 398.15 K
life change per kelvin: 4.39 %
leakage (rough): 1e-04 A/cm^2
thermal conductivity (rough): 0.3 W/(m K)
self-heating in gap: 6.7e-08 K
delay lowering I0 by 1%: 0.192 ms
line resistance (rough): 1e+04 ohm
line capacitance (rough): 10 pF
line charging time: 1.0e-04 ms
peak field: 4.50 MV/cm
immediate breakdown (rough): 7 MV/cm
peak / breakdown field: 0.64
PASS
```
